# Critical Donor Density of an Oxide Semiconductor from the Mott Criterion

## Problem

An oxide semiconductor contains shallow donors, each supplying one electron. The conduction band is isotropic and parabolic with effective mass $m^*=0.3\,m_0$, where $m_0$ is the free-electron mass, and the static relative permittivity is $\varepsilon_r=9$. There are no acceptors, so the electron density equals the donor density $n$. These are round model parameters.

At low donor density and zero temperature, each electron stays bound to its donor and the material insulates. The Mott criterion places the end of this regime at the density $n_c$ given by

$$
n_c^{1/3}a^*=C,\qquad C=0.26,
$$

where $a^*$ is the Bohr radius of a donor electron. The constant $C$ is a customary empirical value.

(a) Find $a^*$ and the binding energy $E_d$ of an isolated donor.

(b) Find $n_c$ in cm$^{-3}$ and the mean donor spacing $n_c^{-1/3}$.

(c) Mobile electrons screen the donor charge. Find the density at which the screening length equals $a^*$, and compare it with $n_c$.

(d) Find the Fermi energy at $n_c$. Does good conduction at 300 K show that $n>n_c$?

## Hints

**For (a).** The donor electron obeys the hydrogen problem with $m_0$ replaced by $m^*$ and the Coulomb attraction divided by $\varepsilon_r$. Try $u(r)=r\,e^{-r/a^*}$ in the radial equation.

**For (b).** Keep lengths in nm until the end. Since 1 nm is $10^{-7}$ cm, $1\ \text{nm}^{-3}=10^{21}\ \text{cm}^{-3}$.

**For (c).** Where the potential energy of an electron is $V$, the kinetic energy available up to the Fermi level is reduced by $V$. Expand the density to first order in $V$ and put the result into Poisson's equation.

**For (d).** Write the Fermi energy as a multiple of $E_d$, then compare both energies with $k_BT$.

## Solution

### (a) The isolated donor

Treating the host as a uniform medium requires the orbit to extend over many atoms, which is checked below. For a spherically symmetric state $\psi(r)\propto u(r)/r$, the Laplacian gives $\nabla^2\psi\propto u''/r$, and the Schrödinger equation becomes

$$
-\frac{\hbar^2}{2m^*}u''-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}\,u=E\,u ,
$$

with energy measured from the conduction-band edge. For the trial function,

$$
u'=\left(1-\frac{r}{a^*}\right)e^{-r/a^*},\qquad
u''=\left(-\frac{2}{a^*}+\frac{r}{a^{*2}}\right)e^{-r/a^*}.
$$

Insert these and divide by the exponential:

$$
\frac{\hbar^2}{m^*a^*}-\frac{\hbar^2 r}{2m^*a^{*2}}-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}=E\,r .
$$

This must hold at every $r$, so the constant terms and the terms proportional to $r$ balance separately:

$$
a^*=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{m^*e^2},\qquad
E=-\frac{\hbar^2}{2m^*a^{*2}}\equiv -E_d .
$$

The function $u$ has no node for $r>0$, so this is the ground state. For $m^*=m_0$ and $\varepsilon_r=1$ the same formulas give the hydrogen values $a_0=0.052918$ nm and $\mathrm{Ry}=\hbar^2/(2m_0a_0^2)=13.6057$ eV. Taking ratios,

$$
a^*=\varepsilon_r\frac{m_0}{m^*}\,a_0,\qquad
E_d=\frac{m_0}{m^*}\left(\frac{a_0}{a^*}\right)^2\mathrm{Ry}
=\frac{m^*}{m_0}\frac{1}{\varepsilon_r^2}\,\mathrm{Ry}.
$$

With the given parameters,

$$
a^*=\frac{9}{0.3}\times0.052918\ \text{nm}=1.5875\ \text{nm},
$$

$$
E_d=\frac{0.3}{81}\times13.6057\ \text{eV}=50.39\ \text{meV}.
$$

A direct numerical solution of the radial equation reproduces both values.

The radius is several times a typical interatomic distance of a few tenths of a nanometre, so the uniform-medium picture is reasonable. Near the donor ion itself it is not, and the real binding energy depends somewhat on the donor species. Using the static permittivity also assumes that the ions of the host respond fully to the electron. If they cannot follow its motion, a smaller permittivity applies, which shrinks the orbit and raises $n_c$. The effect can be large, since $n_c\propto\varepsilon_r^{-3}$: at the same mass, $\varepsilon_r=6$ gives $1.5\times10^{19}\ \text{cm}^{-3}$ and $\varepsilon_r=4$ gives $5\times10^{19}\ \text{cm}^{-3}$.

### (b) The critical density

Solving the criterion for the density gives

$$
n_c=\left(\frac{C}{a^*}\right)^3
=\left(\frac{C}{a_0}\,\frac{m^*}{m_0\,\varepsilon_r}\right)^3 .
$$

The arithmetic is

$$
\frac{C}{a^*}=\frac{0.26}{1.5875\ \text{nm}}=0.16378\ \text{nm}^{-1},
$$

$$
n_c=(0.16378\ \text{nm}^{-1})^3=0.004393\ \text{nm}^{-3}
=4.4\times10^{18}\ \text{cm}^{-3}.
$$

The mean spacing is

$$
n_c^{-1/3}=\frac{a^*}{C}=3.85\,a^*=6.1\ \text{nm}.
$$

By this criterion, binding ends when the volume per donor is that of a cube almost four Bohr radii wide. This is not the typical distance to the nearest donor: for donors placed at random, that distance averages about $0.55\,n_c^{-1/3}$, or $2.1\,a^*$. A light mass or a large permittivity makes the orbits large, and fewer donors are then needed. In the opposite direction, a heavy mass and a small permittivity shrink $a^*$ towards the interatomic distance, where the hydrogenic formula for $a^*$ loses its basis.

The density $n_c$ counts active donors. Impurities that supply no electron to a shallow level do not contribute to it.

### (c) Screening by mobile electrons

Start from the metallic side: suppose the electrons form a degenerate gas at zero temperature, with the average donor charge as a neutralizing background. Then ask whether one donor, seen through this gas, could still bind an electron.

Let $V(r)$ be the potential energy of an electron near the donor. The Fermi level $\mu$ is the same everywhere, so the local density is that of a uniform gas with Fermi level $\mu-V$. This is the Thomas–Fermi approximation, which presumes that $V$ varies slowly over an electron wavelength. To first order in $V$, the change in density is

$$
\delta n=-\frac{dn}{d\mu}\,V .
$$

It is positive near the donor, where $V<0$: electrons gather there. Their charge density is $-e\,\delta n$, and the electrostatic potential is $\phi=-V/e$. Away from the donor ion, Poisson's equation $\nabla^2\phi=-\rho/(\varepsilon_0\varepsilon_r)$ becomes

$$
-\frac{1}{e}\nabla^2V=-\frac{e}{\varepsilon_0\varepsilon_r}\frac{dn}{d\mu}V
\quad\Longrightarrow\quad
\nabla^2V=k_s^2V,\qquad
k_s^2=\frac{e^2}{\varepsilon_0\varepsilon_r}\frac{dn}{d\mu}.
$$

For a spherical potential this reads $(rV)''=k_s^2\,(rV)$. The growing exponential is excluded because $V$ must vanish far away, and the prefactor is fixed by the bare attraction close to the ion:

$$
V(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\,\frac{e^{-k_sr}}{r}.
$$

The screening length is $1/k_s$. The gathered electrons number

$$
\int\delta n\,d^3r=\frac{dn}{d\mu}\frac{e^2}{\varepsilon_0\varepsilon_r}\int_0^\infty r\,e^{-k_sr}dr
=k_s^2\cdot\frac{1}{k_s^2}=1,
$$

so together they cancel the charge of one donor.

It remains to find $dn/d\mu$. Filling all states up to the Fermi wave number $k_F$, with two spins per state, gives

$$
n=2\cdot\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad
\mu=\frac{\hbar^2k_F^2}{2m^*}.
$$

Hence

$$
\frac{dn}{d\mu}=\frac{dn/dk_F}{d\mu/dk_F}
=\frac{k_F^2/\pi^2}{\hbar^2k_F/m^*}=\frac{m^*k_F}{\pi^2\hbar^2}.
$$

From part (a), $m^*e^2/(\varepsilon_0\varepsilon_r\hbar^2)=4\pi/a^*$. Therefore

$$
k_s^2=\frac{m^*e^2}{\varepsilon_0\varepsilon_r\hbar^2}\,\frac{k_F}{\pi^2}
=\frac{4k_F}{\pi a^*}.
$$

Now set $k_sa^*=x$. Multiplying the last equation by $a^{*2}$ gives $x^2=4k_Fa^*/\pi$, so $k_Fa^*=\pi x^2/4$. With $k_F=(3\pi^2n)^{1/3}$,

$$
n^{1/3}a^*=\frac{\pi x^2}{4(3\pi^2)^{1/3}} .
$$

The screening length equals the Bohr radius for $x=1$:

$$
n^{1/3}a^*=0.254,\qquad n=4.1\times10^{18}\ \text{cm}^{-3}.
$$

This lies close to $n_c$, and it makes a constant of order one quarter plausible. It does not derive the value 0.26, because the choice $x=1$ is itself a rough one and the approximations are used outside their range. At this density $k_F=\pi/(4a^*)$, so the electron wavelength $2\pi/k_F=8a^*$ is much longer than the distance $a^*$ over which $V$ varies, contrary to the Thomas–Fermi assumption. Nor is $V$ small: at $r=a^*$ its magnitude is $2E_d/\mathrm{e}^{1}=0.74\,E_d$ (here $\mathrm{e}=2.718$), while the Fermi energy is $(\pi/4)^2E_d=0.62\,E_d$. The gas is also dilute enough that the neglected exchange and correlation matter: with them included in $dn/d\mu$ in the local-density approximation, $k_sa^*$ near this density is about 1.3 instead of 1, so the closeness of 0.254 to 0.26 is tied to the free-electron value of $dn/d\mu$. The result is a rough estimate only. The density varies as $x^6$, so a modest change in the screening condition matters a great deal; Variation 2 shows how much.

### (d) Fermi energy and room-temperature conduction

At $n_c$ the Fermi wave number is $k_F=(3\pi^2n_c)^{1/3}=0.5067\ \text{nm}^{-1}$, so $k_Fa^*=0.8044$. Since $E_d=\hbar^2/(2m^*a^{*2})$,

$$
E_F=\frac{\hbar^2k_F^2}{2m^*}=E_d\,(k_Fa^*)^2
=50.39\ \text{meV}\times(0.8044)^2=32.6\ \text{meV}.
$$

At 300 K the thermal energy is $k_BT=25.9$ meV. Two conclusions follow.

First, good conduction at 300 K does not show that $n>n_c$. Even an isolated donor is bound by only about $2k_BT$, so heat can release many electrons well below the critical density. The distinction appears on cooling: bound electrons freeze out and the conductivity tends to zero, whereas a metal keeps a finite conductivity as $T\to0$.

Second, the electron gas at $n_c$ is not strongly degenerate at 300 K, because $E_F$ exceeds $k_BT$ only slightly. The zero-temperature expression for $k_s$ should not be carried over to room temperature unchanged.

Passing $n_c$ is also not sufficient for metallic behaviour. In an amorphous film, disorder localizes the states in the low-energy part of the band, up to a mobility edge. If the Fermi level lies below that edge, the electrons are localized even though no single donor binds them, and the conductivity still vanishes as $T\to0$. The Mott criterion contains no measure of disorder and cannot locate the mobility edge. For a strongly disordered film, $n_c$ estimates where donor binding ends, and the transition to a metal may need a higher density.

## Variation 1: a heavier mass, or another constant

*How does $n_c$ change if the mass is 10% larger? How does it change if $C=0.25$ is used with the original mass?*

At fixed $C$ and $\varepsilon_r$, part (b) gives $n_c\propto m^{*3}$. The factor is $1.1^3=1.331$, so

$$
n_c=1.331\times4.393\times10^{18}\ \text{cm}^{-3}=5.8\times10^{18}\ \text{cm}^{-3}.
$$

A numerical solution for the heavier donor gives the same factor through its smaller orbit. For small changes the rule is $\delta n_c/n_c\approx3\,\delta m^*/m^*$. A relative increase in permittivity acts with the opposite sign.

With $C=0.25$ and the original mass, the density falls to $3.9\times10^{18}\ \text{cm}^{-3}$. The two constants differ by 4%, but the cube turns this into a ratio of $(0.26/0.25)^3=1.125$. The convention for $C$ alone therefore moves $n_c$ between $3.9$ and $4.4\times10^{18}\ \text{cm}^{-3}$, so $n_c$ is not fixed to better than about 10%. For the mass and permittivity given here, "a few times $10^{18}$ cm$^{-3}$" is a fair statement of the answer.

## Variation 2: when does the last bound state vanish?

*Replace the rough condition $k_sa^*=1$ by the requirement that the screened donor has no bound state. What density results?*

Angular momentum would add a positive centrifugal energy, so the lowest state in this spherical potential has none, and it is enough to examine spherically symmetric states. Put the screened potential into their radial equation at $E=0$, the energy at which a bound state disappears into the band. Multiplying by $-2m^*a^{*2}/\hbar^2$ and using $\rho=r/a^*$ gives

$$
\frac{d^2u}{d\rho^2}+\frac{2}{\rho}\,e^{-x\rho}\,u=0,\qquad u(0)=0 .
$$

The factor 2 arises because $m^*e^2/(4\pi\varepsilon_0\varepsilon_r\hbar^2)=1/a^*$. Far from the donor the potential is negligible and $u$ becomes a straight line. Start with positive slope at the origin. If the outer line slopes downwards, $u$ eventually crosses zero, which signals a bound state at negative energy. If it slopes upwards without a crossing, there is none. At the threshold the line is flat.

Numerical integration finds the flat line at $x=1.1906$. As a test, the full radial equation was solved on either side: a bound state exists at $x=1.1$ and none at $x=1.3$. The formula of part (c) then gives

$$
n^{1/3}a^*=0.360,\qquad n=1.2\times10^{19}\ \text{cm}^{-3}.
$$

This is 2.85 times the density found for $x=1$, in agreement with $1.1906^6$. Screening theory of this kind gives a rough scale for the critical density, not a precise value.

The strict condition also means that at $n_c$, where $k_sa^*=1.012$, a screened donor still has a bound state in this model. Its binding energy is only 0.91 meV, or 1.8% of the isolated value. Outside the screened region the radial function $u$ decays as $e^{-\kappa r}$ with $E=-\hbar^2\kappa^2/(2m^*)$, so its decay length is

$$
\frac1\kappa=a^*\sqrt{\frac{E_d}{|E|}}
=1.5875\ \text{nm}\times\sqrt{\frac{50.39}{0.91}}\approx12\ \text{nm}.
$$

The probability density $u^2$ decays over half this length, and the mean radius of the state is about 7 nm, comparable with the mean donor spacing of 6.1 nm. These numbers belong to Thomas–Fermi screening; with the wave-number-dependent (Lindhard) screening of the same free gas, the binding at $n_c$ is about 2.4 meV and the mean radius about 5 nm. In either case an electron in such a state would reach neighbouring donors, so a calculation with one donor at a time no longer describes it. The strict threshold is therefore a property of a single screened donor, and should not be read as a better value of $n_c$ for the doped material.

## Numbers as computed

```
effective mass ratio m/m0: 0.30
relative permittivity: 9.0
Mott constant C: 0.26
hydrogen Bohr radius: 0.052918 nm
hydrogen Rydberg energy: 13.6057 eV
length scale factor eps_r*m0/m: 30.00
donor Bohr radius: 1.5875 nm
grid mean radius / 1.5: 1.5876 nm
donor binding energy: 50.39 meV
grid binding energy: 50.39 meV
C / donor Bohr radius: 0.16378 nm^-1
critical density, C=0.26: 0.004393 nm^-3
critical density, C=0.26: 4.393e+18 cm^-3
critical density from grid radius: 4.393e+18 cm^-3
critical density, C=0.25: 3.905e+18 cm^-3
density ratio, C=0.26 to C=0.25: 1.125
mean donor spacing at n_c: 6.106 nm
mean spacing / donor Bohr radius: 3.846
density factor for 10% larger mass (grid): 1.331
n^(1/3)*a for k_s*a = 1: 0.2539
density for k_s*a = 1: 4.090e+18 cm^-3
k_s*a where last bound state vanishes: 1.1906
n^(1/3)*a at that threshold: 0.3599
density at that threshold: 1.165e+19 cm^-3
ratio of the two screening densities: 2.85
Fermi wave number at n_c: 0.5067 nm^-1
k_F*a at n_c: 0.8044
k_s*a at n_c: 1.0120
screening length at n_c: 1.569 nm
screened binding energy at n_c: 0.91 meV
screened / isolated binding: 1.8 %
Fermi energy at n_c: 32.6 meV
thermal energy at 300 K: 25.9 meV
```
